# Apparent First-Order Rate Constant of Hydrogen Desorption from Unequal Sites, part 1

(Sections cited here and not found follow in the second part.)

## First half: independent sites at fixed temperature

A semiconductor growth surface is covered with hydrogen. The supply of gas is stopped, the temperature is held fixed, and the hydrogen desorbs. The surface offers several classes of site, labelled $i$. At time $t$ class $i$ holds $n_i(t)$ hydrogen atoms per unit area, and the total is

$$N(t)=\sum_i n_i(t).$$

Four assumptions define the model.

1. Desorption from each class is first order: the loss rate is $k_i n_i$, with a constant $k_i>0$.
2. The temperature is fixed, so that no $k_i$ depends on time.
3. Hydrogen does not pass from one class to another.
4. Desorbed hydrogen does not return.

The number of atoms is large, so $n_i$ is treated as a smooth mean density. An observer who sees only the total describes the decay by an apparent rate constant,

$$k_{\rm app}(t)=-\frac{1}{N}\frac{dN}{dt}=-\frac{d\ln N}{dt}.$$

For a single class this would be a constant. The problem asks how it behaves for several classes. Rate constants are given in s⁻¹, energies in eV and temperatures in K.

### (a) Express the apparent rate constant through the site populations.

**Solution.** The first assumption, with the third and fourth, gives one separate equation for each class:

$$\frac{dn_i}{dt}=-k_i n_i .$$

Since $k_i$ is constant, the solution is

$$n_i(t)=n_i(0)\,e^{-k_it}.$$

Summing the rate equations over the classes gives

$$\frac{dN}{dt}=-\sum_i k_i n_i .$$

Let $p_i=n_i/N$ be the share of the remaining hydrogen that sits in class $i$. The shares add up to one. Dividing the last equation by $-N$ yields

$$k_{\rm app}(t)=\sum_i p_i(t)\,k_i\equiv\langle k\rangle_t .$$

The angle brackets denote a mean over the hydrogen still on the surface at time $t$. Hydrogen that has already left carries no weight. The site constants are fixed, so the mean can change only through the shares.

### (b) Find the rate of change of $k_{\rm app}$, and say when it vanishes.

**Solution.** The shares must be differentiated first. The quotient rule gives

$$\frac{dp_i}{dt}=\frac{1}{N}\frac{dn_i}{dt}-\frac{n_i}{N^2}\frac{dN}{dt}.$$

In the first term $dn_i/dt=-k_in_i$. In the second, $dN/dt=-k_{\rm app}N$. Therefore

$$\frac{dp_i}{dt}=-k_ip_i+k_{\rm app}p_i=-p_i\,(k_i-k_{\rm app}).$$

A class that desorbs faster than the current mean loses share, and a slower class gains share, although both lose hydrogen. The sum over $i$ is $-(k_{\rm app}-k_{\rm app})=0$, as it must be for shares that add up to one.

Now differentiate $k_{\rm app}=\sum_ip_ik_i$ at constant $k_i$:

$$\frac{dk_{\rm app}}{dt}=\sum_i k_i\frac{dp_i}{dt}
=-\sum_i p_i k_i^2+k_{\rm app}\sum_i p_i k_i
=-\left(\langle k^2\rangle_t-\langle k\rangle_t^2\right).$$

The bracket is the variance. To see this, expand the mean squared deviation:

$$\sum_ip_i(k_i-k_{\rm app})^2=\langle k^2\rangle_t-2k_{\rm app}\langle k\rangle_t+k_{\rm app}^2=\langle k^2\rangle_t-\langle k\rangle_t^2,$$

because $\langle k\rangle_t=k_{\rm app}$. The result is

$$\boxed{\;\frac{dk_{\rm app}}{dt}=-\mathrm{Var}_t(k),\qquad \mathrm{Var}_t(k)=\sum_i p_i(t)\,[k_i-k_{\rm app}(t)]^2\;}$$

Both sides have the unit s⁻². A variance is a sum of non-negative terms, so $k_{\rm app}$ can never increase under the four assumptions. It is stationary if and only if all populated classes have the same rate constant. Otherwise it falls, although no individual site becomes slower: the population is being sorted, with the fast sites emptied first.

The weights are the shares at the time considered. The variance over the initial population gives the initial slope and in general no later one.

### (c) How far does $k_{\rm app}$ fall, and must its fall always slow down?

**Solution.** Integrating the boxed law from zero to $t$ gives the accumulated decrease:

$$k_{\rm app}(0)-k_{\rm app}(t)=\int_0^t\mathrm{Var}_{t'}(k)\,dt'.$$

For a finite number of classes, let $k_{\min}$ be the smallest rate constant among those populated at the start. Relative to that class, the population of any faster class $i$ shrinks as $e^{-(k_i-k_{\min})t}$. At long times the remaining hydrogen is therefore concentrated in the slowest class, and

$$k_{\rm app}(t)\to k_{\min}.$$

The total fall is $k_{\rm app}(0)-k_{\min}$, which is also the integral of the variance over all times.

The fall need not slow down from the start. Take two classes, with $k_1>k_2$ and shares $p$ and $1-p$. The mean is $k_2+p(k_1-k_2)$. The deviations are $(1-p)(k_1-k_2)$ and $-p(k_1-k_2)$, so

$$\mathrm{Var}=\left[p(1-p)^2+(1-p)p^2\right](k_1-k_2)^2=p(1-p)(k_1-k_2)^2.$$

The fast share $p$ decreases steadily. If it starts above one half, the product $p(1-p)$ first grows, reaches its maximum at $p=1/2$, and then shrinks. The decrease of $k_{\rm app}$ then speeds up before it slows down. The law fixes the sign of the first derivative of $k_{\rm app}$, but not that of the second.

### (d) Evaluate the law for a surface with three kinds of patch.

The rate constants have Arrhenius form, $k_i=A\,e^{-E_i/(k_BT)}$, with a common prefactor $A=10^{15}$ s⁻¹. The barriers are 2.4, 2.5 and 2.6 eV, the initial shares are 0.3, 0.5 and 0.2, and $T=780$ K. These are round model parameters. Find $k_{\rm app}$ and its slope at 0, 10 and 60 s.

**Solution.** At 780 K the thermal energy is $k_BT=0.06722$ eV. The rate constants are

$$k_1=0.31116,\qquad k_2=0.07029,\qquad k_3=0.01588\ \text{s}^{-1}.$$

A step of 0.1 eV in the barrier changes the rate by the factor $e^{0.1/0.06722}\approx4.4$.

At the start the mean is

$$k_{\rm app}(0)=0.3(0.31116)+0.5(0.07029)+0.2(0.01588)=0.1317\ \text{s}^{-1}.$$

The mean square is

$$0.3(0.31116)^2+0.5(0.07029)^2+0.2(0.01588)^2=0.03157\ \text{s}^{-2},$$

and subtracting $(0.13167)^2=0.01734$ s⁻² leaves a variance of 0.0142 s⁻².

After 10 s the fraction of hydrogen remaining is

$$\frac{N}{N(0)}=0.3e^{-3.1116}+0.5e^{-0.7029}+0.2e^{-0.1588}=0.4316.$$

Dividing each term by this sum gives the shares 0.03095, 0.57367 and 0.39538. They yield

$$k_{\rm app}=0.00963+0.04032+0.00628=0.0562\ \text{s}^{-1}.$$

The three contributions to the variance, in the same order, are

$$\begin{aligned}
0.03095\,(0.31116-0.05623)^2&=2.01\times10^{-3},\\
0.57367\,(0.07029-0.05623)^2&=0.11\times10^{-3},\\
0.39538\,(0.01588-0.05623)^2&=0.64\times10^{-3}\ \text{s}^{-2}.
\end{aligned}$$

Their sum is $2.77\times10^{-3}$ s⁻². The fast class holds only 3 % of the remaining hydrogen but supplies about 73 % of the variance, because its deviation enters squared.

After 60 s the fast class is practically empty, and the shares of the other two are 0.0872 and 0.9128. The two-class formula of part (c) gives

$$\mathrm{Var}=0.0872\times0.9128\times(0.07029-0.01588)^2=2.36\times10^{-4}\ \text{s}^{-2},$$

with $k_{\rm app}=0.0206$ s⁻¹.

The slopes found by differentiating $\ln N$ twice are $-1.42\times10^{-2}$, $-2.77\times10^{-3}$ and $-2.36\times10^{-4}$ s⁻² at the three times, in agreement with the variances. The initial variance would overstate the slope at 10 s by a factor of 5.1. Over the whole minute $k_{\rm app}$ falls by $0.13167-0.02062=0.11105$ s⁻¹, and the integral of the variance has the same value. At 600 s $k_{\rm app}$ is 0.01588 s⁻¹, which is $k_3$ to the digits shown.

### (e) What do a desorption signal and a set of coverage readings reveal?

A mass spectrometer in a well-pumped chamber gives a signal proportional to the desorption rate $R=-dN/dt$. Is its logarithmic slope equal to $k_{\rm app}$? And how can the variance be found from coverages alone?

**Solution.** By definition $R=k_{\rm app}N$. Take the logarithm, differentiate and change the sign:

$$-\frac{d\ln R}{dt}=-\frac{d\ln N}{dt}-\frac{1}{k_{\rm app}}\frac{dk_{\rm app}}{dt}
=k_{\rm app}+\frac{\mathrm{Var}_t(k)}{k_{\rm app}}.$$

The signal falls faster than the coverage whenever the variance is not zero. At 10 s its logarithmic slope is $0.0562+0.00277/0.0562=0.1055$ s⁻¹, nearly twice $k_{\rm app}$. To obtain $k_{\rm app}$ from the signal, one divides $R(t)$ by the hydrogen still to come, $N(t)=\int_t^\infty R\,dt'$.

For coverages, take three readings separated by $h$. The mean of $k_{\rm app}$ over an interval is the drop of $\ln N$ divided by $h$. The relative coverages at 8, 10 and 12 s are 0.485989, 0.431584 and 0.387594, so that

$$\tfrac12\ln\frac{0.485989}{0.431584}=0.05936,\qquad
\tfrac12\ln\frac{0.431584}{0.387594}=0.05375\ \text{s}^{-1}.$$

The interval centres are 2 s apart. The estimated variance is therefore $(0.059362-0.053752)/2=2.81\times10^{-3}$ s⁻², about 1.3 % above the true value at 10 s. The readings here are free of noise, so the difference comes from the finite interval.

Real readings are less kind. The estimate is $[\ln N(t-h)-2\ln N(t)+\ln N(t+h)]/h^2$. If each reading has an independent relative error $\varepsilon\ll1$, the standard error of the estimate is $\sqrt{1+4+1}\,\varepsilon/h^2$. For $h=2$ s and $\varepsilon=1\,\%$ this is $6\times10^{-3}$ s⁻², larger than the variance sought. Useful data need smaller errors, wider intervals or a fit to many readings.

### (f) Can one decay curve distinguish a spread of sites from a higher reaction order?

Let the initial hydrogen be distributed over a continuous range of $k$ with the gamma density of mean $m$ and shape $s>0$,

$$f(k)=\frac{b^s}{\Gamma(s)}\,k^{s-1}e^{-bk},\qquad b=\frac{s}{m}.$$

**Solution.** Each element of the distribution decays by $e^{-kt}$, so the remaining hydrogen has the unnormalized density $f(k)e^{-kt}$. This replaces $b$ in the exponent by $b+t$. The integral $\int_0^\infty k^{s-1}e^{-ck}dk=\Gamma(s)c^{-s}$ with $c=b+t$ gives

$$\frac{N(t)}{N(0)}=\left(\frac{b}{b+t}\right)^s=\left(1+\frac{mt}{s}\right)^{-s}.$$

The remaining distribution is again a gamma distribution of shape $s$. Its mean is $s/(b+t)$ and its variance $s/(b+t)^2$, hence

$$k_{\rm app}=\frac{m}{1+mt/s},\qquad \mathrm{Var}_t(k)=\frac{k_{\rm app}^2}{s}.$$

Direct differentiation of $k_{\rm app}$ gives $-(m^2/s)/(1+mt/s)^2=-k_{\rm app}^2/s$, as the variance law requires. Comparing the formulas for $N$ and $k_{\rm app}$ shows that $k_{\rm app}=m[N/N(0)]^{1/s}$. Therefore

$$\frac{dN}{dt}=-k_{\rm app}N=-m\,N(0)^{-1/s}\,N^{\,1+1/s}.$$

This is the rate equation of a single kind of site with reaction order $1+1/s$. For $m=0.1$ s⁻¹ and $s=2$ the order is 1.5. At 10 s the remaining fraction is $1.5^{-2}=0.444$, $k_{\rm app}$ is 0.0667 s⁻¹ and the variance is $0.0667^2/2=2.22\times10^{-3}$ s⁻².

One isothermal decay of this form thus cannot decide between the two explanations. A second run from a lower coverage can, if the lower filling leaves the initial shares unchanged. Independent first-order sites then start with the same $k_{\rm app}$, whereas a true order above one gives a lower starting value. Here $k_{\rm app}$ tends to zero instead of a positive floor, because the gamma density reaches down to $k=0$.

## Second half: relaxing the assumptions

The symbols are those of the first half. Class $i$ holds $n_i$ hydrogen atoms per area, the total is $N$, and $p_i=n_i/N$ is the share of the remaining hydrogen. The apparent rate constant is $k_{\rm app}=-d\ln N/dt$. For independent first-order classes at fixed temperature it equals $\langle k\rangle=\sum_ip_ik_i$, and

$$\frac{dk_{\rm app}}{dt}=-\mathrm{Var}(k)=-\sum_ip_i(k_i-k_{\rm app})^2.$$

The example has rate constants 0.31116, 0.07029 and 0.01588 s⁻¹ at 780 K, from barriers of 2.4, 2.5 and 2.6 eV, and initial shares 0.3, 0.5 and 0.2. At 10 s it has $k_{\rm app}=0.0562$ s⁻¹ and a variance of $2.77\times10^{-3}$ s⁻². At 60 s the values are 0.0206 s⁻¹ and $2.36\times10^{-4}$ s⁻². In each part below one assumption is relaxed and the others are kept.

### (g) Let hydrogen pass between the classes. What replaces the variance law?

**Solution.** Add a linear exchange term:

$$\frac{dn_i}{dt}=-k_in_i+\sum_jG_{ij}n_j,\qquad \sum_iG_{ij}=0.$$

For $i\ne j$, $G_{ij}\ge0$ is the rate constant for passage from $j$ to $i$. The diagonal elements are negative or zero and count departures. The zero column sums state that exchange conserves hydrogen. The total therefore still obeys $dN/dt=-\sum_ik_in_i$, and $k_{\rm app}$ is still $\langle k\rangle$.

The quotient rule of part (b) now gives

$$\frac{dp_i}{dt}=-p_i(k_i-k_{\rm app})+\sum_jG_{ij}p_j.$$

Multiplying by $k_i$ and summing,

$$\frac{dk_{\rm app}}{dt}=-\mathrm{Var}(k)+\sum_{ij}k_iG_{ij}p_j.$$

The new term is positive when exchange carries hydrogen, on balance, towards faster sites.

Consider two classes with $k_1>k_2$ and the same passage rate constant $w$ in both directions. The net gain of class 1 is $w(p_2-p_1)$ and that of class 2 is the opposite, so

$$\frac{dk_{\rm app}}{dt}=-p_1p_2(k_1-k_2)^2+w(k_1-k_2)(p_2-p_1).$$

If all the hydrogen starts in the slow class, $p_1=0$ and $p_2=1$. The variance is zero, and the slope is $+w(k_1-k_2)$. The apparent rate constant rises, which is impossible for independent sites.

If exchange is fast, $w\gg k_1-k_2$, the shares soon settle where the two terms cancel. They are then nearly equal, $p_1p_2\approx1/4$, and the cancellation requires

$$p_2-p_1\approx\frac{k_1-k_2}{4w}.$$

With the two fastest rate constants of the example and $w=50$ s⁻¹, this difference is $0.24087/200=0.0012$. Since $p_1=\tfrac12-\tfrac12(p_2-p_1)$, the apparent constant is

$$k_{\rm app}=\frac{k_1+k_2}{2}-\frac{(k_1-k_2)(p_2-p_1)}{2}
=0.19073-0.00015=0.1906\ \text{s}^{-1}.$$

The numerical solution from equal initial shares gives 0.19058 s⁻¹ at both 1 s and 10 s, while the variance is 0.0145 s⁻². A constant $k_{\rm app}$ therefore does not prove that the sites are alike. It may mean that hydrogen samples unlike sites faster than it desorbs.

### (h) How wide must the patches be for exchange to be negligible?

Suppose that hydrogen hops between neighbouring sites with a barrier of 1.7 eV, a prefactor of $10^{14}$ s⁻¹ and a hop length $a=0.384$ nm. The three kinds of patch form adjoining strips, in order of decreasing $k$, with a total width of 30 µm. Their widths follow the initial shares: 9, 15 and 6 µm. The initial coverage is uniform, and no hydrogen crosses the outer edges.

For independent first-order sites at fixed temperature, the apparent rate constant falls at a rate equal to the variance of the site constants over the remaining hydrogen, while exchange between classes adds a term that can offset or even reverse this fall. It remains to find how wide the patches must be for exchange to be negligible, and to relax the assumptions of fixed temperature, first-order desorption and no return from the gas.

All numerical values are calculated from the stated model.
